# Why oxygen pressure barely affects scales grown by metal interstitials

## What dimensions fix, and what they leave open

A compact oxide scale of thickness $X$ grows on a metal M because metal diffuses outward through it. Suppose that the scale is much thicker than any space-charge layer and that diffusion alone limits the rate. Then $X$ is the only length in the problem. The diffusivity $D_i$ of the mobile defect has the dimension length²/time, so the growth speed must be $D_i/X$ times a pure number:

$$X\frac{dX}{dt}=k,\qquad X^2-X_0^2=2kt .$$

This defines the parabolic rate constant $k$ used here. Consider one kind of defect, with a given charge and a given ratio of electron to defect diffusivity. The pure number can then still depend on the defect fraction $x_0$ at the metal side and on the ratio of the oxygen pressures at the two faces of the scale. For dilute defects the flux is proportional to their concentration, hence

$$k=D_i\,x_0\;g\!\left(\frac{p_{out}}{p_{in}}\right),\qquad g(1)=0 .$$

Here $p_{out}$ is the oxygen pressure of the gas, and $p_{in}$ is the pressure at which metal and oxide coexist. At a given temperature $p_{in}$ is fixed by the metal and its oxide, not by the gas.

The belief that more oxygen always means appreciably faster scaling is a claim about $g$: that it keeps growing. The argument for it is that the driving force, proportional to $\ln(p_{out}/p_{in})$, grows without limit. Dimensions cannot settle this. A consistent model oxide for which $g$ levels off is enough to show that the argument fails.

## The counter-example

Take a model oxide MO in which the mobile metal is a doubly charged interstitial, compensated by electrons. The parameters are round numbers: $p_{in}=10^{-18}$ bar, $D_i=10^{-7}$ cm²/s and $x_0=10^{-3}$ interstitials per metal site at the metal side. Both interfaces are in local equilibrium, the gas is ideal, and electrons move much faster than ions. There is no higher oxide, no crack and no short-circuit path.

**Defect equilibrium.** An interstitial forms when oxide gives up oxygen:

$$\mathrm{M_M+O_O\rightleftharpoons M_i^{\bullet\bullet}+2e'+\tfrac12 O_2},\qquad x_i\,n^2p^{1/2}=K .$$

The electron fraction $n$, also per metal site, obeys neutrality, $n=2x_i$. Therefore $4x_i^3p^{1/2}=K$, and

$$x_i(p)=x_0\left(\frac{p}{p_{in}}\right)^{-1/6}.$$

Oxygen suppresses the carrier. At $p_{out}=1$ bar the fraction at the outer surface is $10^{-3}\times(10^{18})^{-1/6}=10^{-6}$.

**Flux.** Let $x$ run from the metal ($x=0$) to the gas ($x=X$), in the frame of the oxide lattice. Let $c=x_i/V$ be the interstitial concentration, with $V$ the oxide volume per metal site, and let $\phi$ be the electric potential in units of $k_BT/e$. A prime on a quantity means $d/dx$. The interstitial flux is

$$J_i=-D_i\,(c'+2c\,\phi').$$

Very mobile electrons carry their share with a negligible departure from equilibrium, so $n'-n\phi'=0$. Since $n$ is proportional to $c$, this gives $\phi'=c'/c$, and

$$J_i=-3D_i\,c' .$$

The field set up by the electrons pulls the interstitials outward and triples their flux.

**Growth.** If the defects stored in the scale are neglected, $J_i$ is uniform. Then $c$ is linear in $x$ and $J_i=3D_i[c(0)-c(X)]/X$. Each arriving interstitial forms one new MO unit of volume $V$ at the outer surface, so $dX/dt=VJ_i$ and

$$k=3D_i\,[x_i(p_{in})-x_i(p_{out})]=3D_ix_0\left[1-\left(\frac{p_{in}}{p_{out}}\right)^{1/6}\right].$$

**Numbers.** The prefactor is $3\times10^{-7}\times10^{-3}=3\times10^{-10}$ cm²/s. At $p_{out}=10^{-6}$ bar the bracket is $1-10^{-2}$; at 1 bar it is $1-10^{-3}$. Thus

$$k(10^{-6}\ \text{bar})=2.970\times10^{-10}\ \text{cm}^2/\text{s},\qquad k(1\ \text{bar})=2.997\times10^{-10}\ \text{cm}^2/\text{s}.$$

A millionfold increase of pressure raises $k$ by 0.9%. With $X_0=0$ and $t=100$ h $=3.6\times10^5$ s, the thickness $\sqrt{2kt}$ goes from 146.2 to 146.9 µm. Over the same range the driving force $\ln(p_{out}/p_{in})$ grows by a factor $18/12=1.5$. A pressure-independent metal diffusivity would have turned that into a 50% increase of $k$.

**Is neglecting the stored defects harmless?** Put $c(X)\approx0$, so that $c\approx c_0(1-x/X)$ with $c_0=x_0/V$. As $X$ grows, $\partial c/\partial t=c_0x\dot X/X^2$. Conservation, $\partial J_i/\partial x=-\partial c/\partial t$, then gives

$$J_i(x)=J_i(X)+\frac{c_0\dot X}{2X^2}(X^2-x^2).$$

Integrating $J_i=-3D_ic'$ across the scale yields

$$3D_ic_0=XJ_i(X)+\tfrac13c_0X\dot X .$$

The last term lowers the outer flux by the relative amount $X\dot X/(9D_i)$. With $X\dot X=k\approx3D_ix_0$ this is $x_0/3\approx3\times10^{-4}$. A time-dependent numerical solution with a moving surface, local neutrality, electron diffusivity $10^5D_i$ and the field fixed by zero net current, started from a flat profile, gives $k=2.996\times10^{-10}$ cm²/s at 1 bar. This lies below the formula by a little under $4\times10^{-4}$ of its value. The storage term accounts for $3.3\times10^{-4}$; the finite electron diffusivity adds $2\times10^{-5}$ and the start from a flat profile about $10^{-5}$.

## Where the extra driving force goes

The driving force did grow, yet the flux hardly changed. The linear concentration profile shows why. At 1 bar the fraction at relative depth $y=x/X$ is $x_i=x_0(1-0.999\,y)$, and inverting the defect equilibrium gives the local oxygen pressure

$$p(y)=p_{in}\,(1-0.999\,y)^{-6}.$$

Halfway through the scale $p$ is only about 64 times $p_{in}$, or $6.4\times10^{-17}$ bar, although the gas is at 1 bar. At $y=0.9$ the interstitial fraction is still $0.1009\,x_0$. Since $\ln p$ changes in proportion to $-\ln x_i$, the share of the total drop of $\ln p$ that lies in the outer tenth is

$$\frac{\ln(0.1009/0.001)}{\ln(1/0.001)}=0.67 .$$

Two thirds of the driving force is spent in a layer depleted of carriers. Raising the gas pressure steepens the drop there and depletes that layer further. Next to the gas the concentration changes over a length of only $10^{-3}X$, so neutrality there requires this length, not $X$, to exceed the local Debye length. For a relative permittivity of 10, $T=1200$ K and $V=1.9\times10^{-23}$ cm³ that Debye length is about 14 nm, against 147 nm for the 147 µm scale. In scales ten or more times thinner the neutral profile fails near the outer surface, while $k$, set mainly by $x_0$, still shifts by only about 1% at 0.5 µm.

The same point can be put in terms of concentrations. The metal pins the inner value at $x_0$. The gas sets the outer value, which cannot fall below zero. Once it is already small compared with $x_0$, more oxygen has almost nothing left to remove.

## The general statement

Let the interstitial have effective charge $+\alpha$, and define

$$m=2(1+\alpha),\qquad r=\left(\frac{p_{in}}{p_{out}}\right)^{1/m}.$$

Let electrons have diffusivity $D_e$, no longer assumed large. Under the other assumptions above, with $D_i$ constant and to leading order in $x_0$,

$$k=(1+\alpha)\,t_e\,D_i\,x_0\,(1-r),\qquad t_e=\frac{D_e}{D_e+\alpha D_i}.$$

At fixed $p_{in}$, raising $p_{out}$ never lowers $k$, but $k$ cannot exceed $(1+\alpha)t_eD_ix_0$. The rate is nearly insensitive to outer pressure when $r\ll1$.

**Proof.** The equilibrium condition is now $x_in^\alpha p^{1/2}=K$ with $n=\alpha x_i$. Hence $x_i^{1+\alpha}\propto p^{-1/2}$, which is $x_i=x_0(p/p_{in})^{-1/m}$.

For the transport, write $n_e=\alpha c$ for the electron concentration. The two fluxes are

$$J_i=-D_i(c'+\alpha c\phi'),\qquad J_e=-D_e(n_e'-n_e\phi').$$

No net current flows through an isolated scale, so $\alpha J_i=J_e$. Inserting the fluxes and dividing by $-\alpha$,

$$D_i(c'+\alpha c\phi')=D_e(c'-c\phi')\quad\Rightarrow\quad c\,\phi'=\frac{D_e-D_i}{D_e+\alpha D_i}\,c' .$$

Substitution into $J_i$ gives

$$J_i=-D_ic'\,\frac{D_e+\alpha D_i+\alpha D_e-\alpha D_i}{D_e+\alpha D_i}=-(1+\alpha)\,t_e\,D_i\,c' .$$

The uniform flux again makes $c$ linear, and $k=VJ_iX$ is the stated result. $\square$

The factor $t_e$ is the electronic share of the conductivity, because the electronic and ionic parts are proportional to $\alpha cD_e$ and $\alpha^2cD_i$. It does not vary across the scale. Slow electrons therefore reduce $k$ by the same factor at every pressure and leave its relative pressure dependence unchanged.

## How the sensitivity depends on pressure

Differentiating $\ln(1-r)$, with $dr/d\ln p_{out}=-r/m$, gives the apparent pressure exponent

$$s=\frac{d\ln k}{d\ln p_{out}}=\frac{r}{m(1-r)} .$$

For the model oxide at 1 bar, $s=10^{-3}/(6\times0.999)=1.7\times10^{-4}$.

Close to the dissociation pressure the situation is different. At $p_{out}=10\,p_{in}$, $r=10^{-1/6}=0.681$ and $s=0.36$. As $p_{out}\to p_{in}$, $1-r\approx\ln(p_{out}/p_{in})/m$, so

$$k\approx\tfrac12\,t_eD_ix_0\ln\frac{p_{out}}{p_{in}} .$$

In this limit the rate does follow the total driving force, because the carrier concentration is almost the same throughout the scale.

The crossover is set by $r$, not by the pressure ratio itself. To reach 90% of the saturation value one needs $r=0.1$, that is $p_{out}=10^m p_{in}$. For $\alpha=2$ this is $10^6p_{in}=10^{-12}$ bar in the example.

## Wagner's integral and other defects

A form that covers vacancies as well shows which property of the oxide decides the matter. Return to fast electrons, whose electrochemical potential $\eta_e$ is then uniform. Let $\mu_M$ and $\mu_O$ be the chemical potentials of neutral metal and oxygen atoms.

An interstitial plus $\alpha$ electrons is equivalent to a neutral metal atom, so $\eta_i+\alpha\eta_e=\mu_M$ and $\eta_i'=\mu_M'$. A metal atom that fills a vacancy of charge $-\alpha$ releases $\alpha$ electrons, so $\mu_M+\eta_v-\alpha\eta_e$ is constant and $\eta_v'=-\mu_M'$. Vacancies moving inward carry metal outward. With vacancy fraction $x_v$ and diffusivity $D_v$, the two contributions to the metal flux add:

$$J_M=-\frac{D_M}{Vk_BT}\,\mu_M',\qquad D_M=D_ix_i+D_vx_v .$$

In nearly stoichiometric MO the Gibbs-Duhem relation gives $d\mu_M=-d\mu_O=-\tfrac12k_BT\,d\ln p$. Integrating the uniform flux across the scale and using $k=VJ_MX$,

$$k=\frac12\int_{p_{in}}^{p_{out}}D_M\,d\ln p,\qquad \frac{dk}{d\ln p_{out}}=\frac12D_M(p_{out}).$$

Each added increment of driving force is weighted by the metal diffusivity at the outer surface. For interstitials that weight falls as $p_{out}^{-1/m}$, and the integral converges. Its value is $\tfrac12mD_ix_0(1-r)$, in agreement with the earlier result because $m/2=1+\alpha$.

**Vacancy scale.** Vacancies compensated by holes form by taking up oxygen, $\tfrac12\mathrm{O_2}\rightleftharpoons \mathrm{O_O}+\mathrm{V_M}+\alpha h$, with the vacancy carrying charge $-\alpha$. The hole fraction is $\alpha x_v$, so $x_v^{1+\alpha}\propto p^{1/2}$ and $x_v\propto p^{1/m}$. The integral becomes

$$k=\tfrac12D_vx_v(p_{out})\int_{p_{in}}^{p_{out}}\left(\frac{p}{p_{out}}\right)^{1/m}d\ln p=(1+\alpha)D_vx_v(p_{out})(1-r).$$

The carriers are now created at the outer surface, and for $r\ll1$ $k$ grows nearly as $p_{out}^{1/m}$. Take $\alpha=2$, $D_v=10^{-7}$ cm²/s, $x_v=10^{-3}$ at 1 bar and the same $p_{in}$. At 1 bar this scale has the same $k$ as the interstitial one. From $10^{-6}$ to 1 bar, however, its $k$ rises by a factor of 10.1, and its thickness after 100 h goes from 46.2 to 146.9 µm. A rate at a single pressure does not distinguish the two mechanisms; the pressure dependence does.

**Both defects in one scale.** The insensitivity is weakened when vacancies are also present. Let the interstitial oxide also obey $x_ix_v=10^{-9}$ and $nh=10^{-10}$, with $D_v=D_i$ and electronic conduction still dominant. Electrons and holes are scarce where $n\approx h$, so this needs electronic diffusivities of about $10^3D_i$ or more. Solving the full equilibrium at 1 bar gives $x_i=1.08\times10^{-5}$ and $x_v=9.26\times10^{-5}$, while $k=3.75\times10^{-10}$ cm²/s. The local exponent is

$$s=\frac{D_M(p_{out})}{2k}=\frac{10^{-7}\times1.03\times10^{-4}}{2\times3.75\times10^{-10}}=0.014 .$$

Between $10^{-6}$ and 1 bar $k$ now rises by 15% instead of 0.9%. Vacancies carry about two thirds of this increase. Interstitials carry the rest: the electron fraction is lower than in the pure interstitial oxide, so at 1 bar they are about ten times more abundant. The exponent $s$ reaches 0.024 at 100 bar. It remains far below $1/6$ there, because most of $k$ still comes from the interstitial-rich inner part of the integral.

## The boundary that does control the rate

An interstitial scale responds to the metal side. Suppose the metal activity at the inner interface is held at $a<1$, as in an alloy that forms the same oxide. Equilibrium keeps $a\,p^{1/2}$ constant, so the inner pressure rises to $p_{in}/a^2$, and the interstitial fraction there falls to $x_0a^{2/m}=x_0a^{1/(1+\alpha)}$. For $\alpha=2$ and $r\ll1$, $k$ scales nearly as $a^{1/3}$. With $a=0.1$ and 1 bar outside, $k$ drops to 0.464 of its value on the pure metal. In this example a tenfold drop of metal activity thus does far more than the millionfold rise of gas pressure from $10^{-6}$ to 1 bar.

These results require diffusion through the scale to be the slow step. If gas supply or the surface reaction limits growth, the outer surface is not in equilibrium with the gas and the formulas do not apply with the gas pressure as $p_{out}$. If a higher oxide forms, a second layer with its own transport must be included. The numerical output lists the rate constants and exponents of the interstitial and vacancy oxides at six outer pressures from $10^{-17}$ to 100 bar.

## Table of computed values

```
Inner oxygen pressure p_in = 1.0e-18 bar
Defect diffusivity = 1.0e-07 cm^2/s
Interstitial fraction at metal side = 1.0e-03
Interstitial fraction at 1 bar = 1.000e-06
Vacancy oxide: x_v at 1 bar = 1.000e-03
Vacancy oxide: x_v at 1e-6 bar = 1.000e-04
Saturation limit of k, interstitials = 3.0000e-10 cm^2/s
Outer pressure for 90% of limit = 1.00e-12 bar
k in cm^2/s; s = d ln k / d ln p_out (no unit)
p_out/bar   k_interst.   s_interst.   k_vacancy    s_vacancy
1.0e-17   9.5612e-11   3.566e-01   1.4034e-13   0.5232
1.0e-12   2.7000e-10   1.852e-02   2.7000e-12   0.1852
1.0e-06   2.9700e-10   1.684e-03   2.9700e-11   0.1684
1.0e-03   2.9905e-10   5.287e-04   9.4568e-11   0.1672
1.0e+00   2.9970e-10   1.668e-04   2.9970e-10   0.1668
1.0e+02   2.9986e-10   7.740e-05   6.4603e-10   0.1667
Simulated growth, interstitials, 1 bar: k = 2.9959e-10 cm^2/s
Ratios of values at 1 bar to values at 1e-6 bar:
  driving force ln(p_out/p_in): 1.5000
  k, interstitial oxide: 1.0091
  k, vacancy oxide: 10.0909
  k, mixed oxide: 1.1517
Scale thickness after 100 h, in micrometres:
  interstitial: 146.23 at 1e-6 bar, 146.90 at 1 bar
  vacancy: 46.24 at 1e-6 bar, 146.90 at 1 bar
Interstitial scale with 1 bar outside:
  oxygen pressure at mid-thickness = 6.362e-17 bar
  mid-thickness pressure / p_in = 63.62
  share of ln p drop in outer tenth = 0.6680
Metal activity 0.1: inner pressure = 1.0e-16 bar
  k relative to pure metal at 1 bar = 0.4636
Mixed oxide: Frenkel constant x_i*x_v = 1.0e-09, electronic constant n*h = 1.0e-10
  1.0e-06 bar: x_i = 3.217e-05, x_v = 3.108e-05, k = 3.2598e-10 cm^2/s, s = 0.0097
  1.0e+00 bar: x_i = 1.080e-05, x_v = 9.263e-05, k = 3.7543e-10 cm^2/s, s = 0.0138
  1.0e+02 bar: x_i = 5.328e-06, x_v = 1.877e-04, k = 4.0801e-10 cm^2/s, s = 0.0237
```
